# Detectivity of a pyroelectric detector limited by dielectric-loss noise: test program

```python
"""
Result under test: a pyroelectric detector limited by the Johnson noise of its
dielectric loss has
    D* = eta p / (c sqrt(4 k T omega d eps0 eps tan_delta)).
p: pyroelectric coefficient, c: heat capacity per volume, eps: relative
permittivity, tan_delta: loss tangent, d: thickness, eta: absorbed fraction,
omega: angular modulation frequency, T: temperature.
D* = sqrt(area)/NEP; noise spectra are one-sided, per hertz. SI units inside.
Material and circuit inputs are rough typical values, not measurements.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import expm

kB, eps0 = const.k, const.epsilon_0

base = dict(p=180e-6, c=3.2e6, eps=45.0, tan=0.003, d=20e-6, area=4e-6,
            eta=0.9, T=300.0, omega=2 * np.pi * 100.0, k_heat=4.0,
            h_face=250.0, g_load=1e-11, c_in=5e-12)


def changed(par, **new):
    return {**par, **new}


def capacitance(m):
    return eps0 * m["eps"] * m["area"] / m["d"]


def merit(m):
    return m["p"] / (m["c"] * np.sqrt(eps0 * m["eps"] * m["tan"]))


def dstar_formula(m):
    return m["eta"] * merit(m) / np.sqrt(4 * kB * m["T"] * m["omega"] * m["d"])


def solve_element(m, power, current, slices=60):
    """Voltage from coupled heat flow, electrocaloric heat and circuit."""
    w, dz = m["omega"], m["d"] / slices
    cap = capacitance(m)
    mat = np.zeros((slices + 1, slices + 1), complex)
    rhs = np.zeros(slices + 1, complex)
    link = m["k_heat"] / dz
    for i in range(slices):
        mat[i, i] += 1j * w * m["c"] * dz
        mat[i, -1] = 1j * w * m["T"] * m["p"] * dz / m["d"]
        for j in (i - 1, i + 1):
            if 0 <= j < slices:
                mat[i, i] += link
                mat[i, j] -= link
    mat[0, 0] += m["h_face"]
    mat[slices - 1, slices - 1] += m["h_face"]
    rhs[0] = m["eta"] * power / m["area"]
    scale = w * cap
    mat[-1, :-1] = 1j * w * m["p"] * m["area"] / slices / scale
    mat[-1, -1] = (1j * w * cap * (1 - 1j * m["tan"]) + m["g_load"]
                   + 1j * w * m["c_in"]) / scale
    rhs[-1] = current / scale
    return np.linalg.solve(mat, rhs)[-1]


def dstar_full(m):
    signal = abs(solve_element(m, 1.0, 0.0))
    impedance = solve_element(m, 0.0, 1.0)
    noise = np.sqrt(4 * kB * m["T"] * impedance.real)
    return np.sqrt(m["area"]) * signal / noise


def log_slope(m, key):
    up, down = changed(m, **{key: m[key] * 1.01}), changed(m, **{key: m[key] / 1.01})
    return np.log(dstar_full(up) / dstar_full(down)) / (2 * np.log(1.01))


# Johnson noise of dielectric loss: dipoles hopping among five states, kT = 1.
rng = np.random.default_rng(3)
levels, charges = rng.uniform(0, 1, 5), rng.uniform(-1, 1, 5)
attempt = rng.uniform(0.5, 2, (5, 5))
attempt = (attempt + attempt.T) / 2


def generator(voltage):
    rates = attempt * np.exp(levels - charges * voltage)[None, :]
    np.fill_diagonal(rates, 0.0)
    return rates - np.diag(rates.sum(axis=0))


equilibrium = np.exp(-levels) / np.exp(-levels).sum()
rates0, hop_w, dt = generator(0.0), 1.7, 0.005
rate_change = (generator(1e-4) - generator(-1e-4)) / 2e-4
prob_change = np.linalg.solve(1j * hop_w * np.eye(5) - rates0,
                              rate_change @ equilibrium)
hop_conductance = (1j * hop_w * charges @ prob_change).real
state = equilibrium * (charges - charges @ equilibrium)
step, correlation = expm(rates0 * dt), []
for _ in range(6001):
    correlation.append(charges @ state)
    state = step @ state
times = dt * np.arange(6001)
hop_noise = 4 * hop_w**2 * simpson(np.array(correlation) * np.cos(hop_w * times),
                                 x=times)
assert abs(hop_noise / (4 * hop_conductance) - 1) < 1e-5

# Equipartition in a narrow resonator, C = omega0 = kT = 1, G = g omega.
g = 1e-4


def resonator_density(w):
    return 4 * g * w / ((g * w)**2 + (w - 1 / w)**2) / (2 * np.pi)


edges = [0.5, 0.9, 0.99, 0.999, 1.0, 1.001, 1.01, 1.1, 1.5]
resonator_energy = sum(quad(resonator_density, a, b, limit=200)[0]
                       for a, b in zip(edges[:-1], edges[1:]))
# The finite band omits tails of relative order g.
assert abs(resonator_energy - 1) < 1e-3


# Short-circuit current from the continuous temperature profile.
def profile_current(m):
    w, d, kh, h = m["omega"], m["d"], m["k_heat"], m["h_face"]
    q = np.sqrt(1j * w * m["c"] / kh)
    far = np.exp(-q * d)
    mat = np.array([[kh * q + h, (h - kh * q) * far],
                    [(h - kh * q) * far, kh * q + h]])
    a, b = np.linalg.solve(mat, np.array([m["eta"] / m["area"], 0]))

    def theta(x):
        return a * np.exp(-q * d * x) + b * np.exp(-q * d * (1 - x))

    mean = quad(lambda x: theta(x).real, 0, 1)[0] \
        + 1j * quad(lambda x: theta(x).imag, 0, 1)[0]
    return w * m["p"] * m["area"] * abs(mean), abs(theta(0) / theta(1))


resp = base["eta"] * base["p"] / (base["c"] * base["d"])
fast = changed(base, omega=2 * np.pi * 1e4)
resp_slow, contrast_slow = profile_current(base)
resp_fast, contrast_fast = profile_current(fast)
# Surface heat loss shifts the magnitude by a few parts in ten thousand.
assert abs(resp_slow / resp - 1) < 1e-3
assert abs(resp_fast / resp - 1) < 1e-3
assert contrast_fast > 5

# Detectivity and exponents in the loss-limited regime.
ideal = changed(base, h_face=1e-4, g_load=0.0)
assert abs(dstar_full(ideal) / dstar_formula(ideal) - 1) < 1e-6
expected = dict(p=1, c=-1, eps=-0.5, tan=-0.5, d=-0.5, omega=-0.5, area=0)
slopes = {key: log_slope(ideal, key) for key in expected}
for key, value in expected.items():
    assert abs(slopes[key] - value) < 1e-5, key
slope_work = log_slope(base, "eps")
slope_resistor = log_slope(changed(base, g_load=1e-8), "eps")
assert abs(slope_resistor) < 0.02

# Electrocaloric loss against equilibrium temperature fluctuations.
w, T, area, d = base["omega"], base["T"], base["area"], base["d"]
cap = capacitance(base)
heat_cap = base["c"] * area * d
heat_cond = 2 * base["h_face"] * area
tau_heat = heat_cap / heat_cond
g_loss = w * cap * base["tan"]
admittance = 1 / solve_element(base, 0.0, 1.0)
g_caloric = admittance.real - g_loss - base["g_load"]
integral = quad(lambda x: np.exp(-x), 0, np.inf, weight="cos",
                wvar=w * tau_heat, epsabs=1e-12)[0]
temp_spectrum = 4 * kB * T**2 / heat_cap * tau_heat * integral
temp_noise = (w * base["p"] * area)**2 * temp_spectrum
# Small temperature gradients in the plate limit the agreement.
assert abs(4 * kB * T * g_caloric / temp_noise - 1) < 5e-3
kappa = T * base["p"]**2 / (base["c"] * eps0 * base["eps"])
cap_ratio = (admittance.imag / w - base["c_in"]) / cap
assert abs(cap_ratio - (1 - kappa)) < 1e-5

# Noise budget relative to the dielectric-loss noise power.
loss_noise = 4 * kB * T * g_loss
amp_voltage, gate_leak = 5e-9, 1e-13
part_load = base["g_load"] / g_loss
part_temp = kappa / (w * tau_heat) / base["tan"]
part_amp = (amp_voltage * abs(admittance))**2 / loss_noise
part_leak = 2 * const.e * gate_leak / loss_noise
dstar = dstar_formula(base)
assert abs(dstar_full(base) * np.sqrt(1 + part_load + part_temp) / dstar - 1) < 5e-4
dstar_all = dstar / np.sqrt(1 + part_load + part_temp + part_amp + part_leak)

# Radiation limit of one black face, checked by photon-number fluctuations.
radiation_noise = 16 * const.sigma * kB * T**5
photon_integral = quad(lambda x: x**4 * np.exp(-x) / np.expm1(-x)**2, 1e-9, 100)[0]
photon_noise = 4 * 2 * np.pi * (kB * T)**5 / (const.c**2 * const.h**3) * photon_integral
assert abs(photon_noise / radiation_noise - 1) < 1e-6
dstar_radiation = 1 / np.sqrt(radiation_noise)

# Vibration and ambient drift.
density, piezo = 7500.0, 8e-12
height = np.linspace(0, d, 201)
mean_stress_per_g = np.mean(density * const.g * (d - height))
vibration_current = w * piezo * area * mean_stress_per_g
vibration_equal = np.sqrt(loss_noise) / vibration_current
drift_offset = base["p"] * area * (1.0 / 60) / base["g_load"]

ceramic = changed(base, p=380e-6, c=2.5e6, eps=290.0, tan=0.003)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("pyroelectric coefficient p", base["p"] * 1e6, "uC/(m2 K)")
show("heat capacity c", base["c"] * 1e-6, "J/(cm3 K)")
show("relative permittivity", base["eps"])
show("loss tangent", base["tan"])
show("thickness", d * 1e6, "um")
show("area", area * 1e6, "mm2")
show("absorbed fraction", base["eta"])
show("temperature", T, "K")
show("modulation frequency", w / (2 * np.pi), "Hz")
show("thermal conductivity", base["k_heat"], "W/(m K)")
show("heat loss per face", base["h_face"], "W/(m2 K)")
show("load resistance", 1e-9 / base["g_load"], "GOhm")
show("amplifier input capacitance", base["c_in"] * 1e12, "pF")
show("amplifier voltage noise", amp_voltage * 1e9, "nV/sqrt(Hz)")
show("gate leakage", gate_leak * 1e12, "pA")
show("element capacitance", cap * 1e12, "pF")
show("loss resistance", 1e-9 / g_loss, "GOhm")
show("thermal time constant", tau_heat, "s")
show("omega times thermal time", w * tau_heat)
show("responsivity, formula", resp * 1e6, "uA/W", 5)
show("responsivity, profile 100 Hz", resp_slow * 1e6, "uA/W", 5)
show("responsivity, profile 10 kHz", resp_fast * 1e6, "uA/W", 5)
show("front/back temperature, 100 Hz", contrast_slow)
show("front/back temperature, 10 kHz", contrast_fast)
show("loss noise current", np.sqrt(loss_noise) * 1e15, "fA/sqrt(Hz)")
show("merit F_D", merit(base) * 1e5, "1e-5 Pa^(-1/2)")
show("NEP, loss-limited", np.sqrt(area) / dstar * 1e9, "nW/sqrt(Hz)")
show("D*, loss-limited", dstar * 100 / 1e8, "1e8 cm sqrt(Hz)/W")
show("D*, coupled model", dstar_full(base) * 100 / 1e8, "1e8 cm sqrt(Hz)/W")
show("D*, all listed noises", dstar_all * 100 / 1e8, "1e8 cm sqrt(Hz)/W")
show("load noise / loss noise power", 100 * part_load, "%", 3)
show("temperature noise / loss noise power", 100 * part_temp, "%", 3)
show("amplifier noise / loss noise power", 100 * part_amp, "%", 3)
show("leakage noise / loss noise power", 100 * part_leak, "%", 3)
show("electrocaloric coupling kappa", kappa)
show("adiabatic/isothermal capacitance", cap_ratio, "", 5)
print("ideal exponents:", ", ".join(f"{k} {v + 0.0:.3f}" if abs(v) > 1e-4
                                    else f"{k} 0.000" for k, v in slopes.items()))
show("permittivity exponent, 100 GOhm load", slope_work, "", 3)
show("permittivity exponent, 100 MOhm load", slope_resistor, "", 2)
show("hopping noise / (4 kT G)", hop_noise / (4 * hop_conductance), "", 7)
show("resonator energy / equipartition", resonator_energy, "", 6)
show("ceramic p", ceramic["p"] * 1e6, "uC/(m2 K)")
show("ceramic c", ceramic["c"] * 1e-6, "J/(cm3 K)")
show("ceramic relative permittivity", ceramic["eps"])
show("ceramic loss tangent", ceramic["tan"])
show("ceramic merit F_D", merit(ceramic) * 1e5, "1e-5 Pa^(-1/2)")
show("ceramic/crystal p ratio", ceramic["p"] / base["p"], "", 3)
show("ceramic/crystal D* ratio", dstar_formula(ceramic) / dstar, "", 3)
show("D*, radiation limit, one black face", dstar_radiation * 100 / 1e10,
     "1e10 cm sqrt(Hz)/W", 3)
show("density", density / 1000, "g/cm3")
show("piezoelectric coefficient", piezo * 1e12, "pC/N")
show("vibration equal to noise in 1 Hz", vibration_equal, "g rms", 2)
show("load offset for 1 K/min drift", drift_offset, "V", 2)
print("checks complete")
```

It prints:

```
pyroelectric coefficient p: 180 uC/(m2 K)
heat capacity c: 3.2 J/(cm3 K)
relative permittivity: 45
loss tangent: 0.003
thickness: 20 um
area: 4 mm2
absorbed fraction: 0.9
temperature: 300 K
modulation frequency: 100 Hz
thermal conductivity: 4 W/(m K)
heat loss per face: 250 W/(m2 K)
load resistance: 100 GOhm
amplifier input capacitance: 5 pF
amplifier voltage noise: 5 nV/sqrt(Hz)
gate leakage: 0.1 pA
element capacitance: 79.69 pF
loss resistance: 6.657 GOhm
thermal time constant: 0.128 s
omega times thermal time: 80.42
responsivity, formula: 2.5312 uA/W
responsivity, profile 100 Hz: 2.5305 uA/W
responsivity, profile 10 kHz: 2.5308 uA/W
front/back temperature, 100 Hz: 1.005
front/back temperature, 10 kHz: 11.93
loss noise current: 1.578 fA/sqrt(Hz)
merit F_D: 5.145 1e-5 Pa^(-1/2)
NEP, loss-limited: 0.6232 nW/sqrt(Hz)
D*, loss-limited: 3.209 1e8 cm sqrt(Hz)/W
D*, coupled model: 3.061 1e8 cm sqrt(Hz)/W
D*, all listed noises: 3.007 1e8 cm sqrt(Hz)/W
load noise / loss noise power: 6.66 %
temperature noise / loss noise power: 3.16 %
amplifier noise / loss noise power: 2.8 %
leakage noise / loss noise power: 1.29 %
electrocaloric coupling kappa: 0.007624
adiabatic/isothermal capacitance: 0.99238
ideal exponents: p 1.000, c -1.000, eps -0.500, tan -0.500, d -0.500, omega -0.500, area 0.000
permittivity exponent, 100 GOhm load: -0.455
permittivity exponent, 100 MOhm load: -0.0074
hopping noise / (4 kT G): 1
resonator energy / equipartition: 0.999948
ceramic p: 380 uC/(m2 K)
ceramic c: 2.5 J/(cm3 K)
ceramic relative permittivity: 290
ceramic loss tangent: 0.003
ceramic merit F_D: 5.477 1e-5 Pa^(-1/2)
ceramic/crystal p ratio: 2.11
ceramic/crystal D* ratio: 1.06
D*, radiation limit, one black face: 1.81 1e10 cm sqrt(Hz)/W
density: 7.5 g/cm3
piezoelectric coefficient: 8 pC/N
vibration equal to noise in 1 Hz: 0.11 g rms
load offset for 1 K/min drift: 1.2 V
checks complete
```
